# Why Analytic Continuation of Imaginary-Time Green's Functions Is Ill-Posed

**Q:** My photoemission data look like a spectral function. Your simulation of a Hubbard model gives a function of imaginary time. How are the two related?

**A:** Let $H$ include the chemical-potential term, with eigenstates $|m\rangle$ of energy $E_m$. Let $Z=\sum_m e^{-\beta E_m}$ and $\beta=1/(k_BT)$. For $0\le\tau\le\hbar\beta$ and one orbital with annihilation operator $c$, inserting eigenstates gives

$$G(\tau)=-\langle c(\tau)c^\dagger\rangle=-\frac1Z\sum_{mn}e^{-\beta E_m}|\langle m|c|n\rangle|^2e^{-(E_n-E_m)\tau/\hbar}.$$

The spectral function is

$$A(\varepsilon)=\frac1Z\sum_{mn}\left(e^{-\beta E_m}+e^{-\beta E_n}\right)|\langle m|c|n\rangle|^2\,\delta(\varepsilon-E_n+E_m).$$

It is non-negative, and $\langle cc^\dagger+c^\dagger c\rangle=1$ makes its integral 1. At $\varepsilon=E_n-E_m$ the bracket equals $e^{-\beta E_m}(1+e^{-\beta\varepsilon})$, so

$$G(\tau)=-\int d\varepsilon\,K(\tau,\varepsilon)A(\varepsilon),\qquad K=\frac{e^{-\varepsilon\tau/\hbar}}{1+e^{-\beta\varepsilon}} .$$

Continuing $G$ to real frequencies amounts to solving this equation for $A$. I assume that $A$ vanishes for $|\varepsilon|>W$.

**Q:** Does $G(\tau)$ determine $A$ at all?

**A:** Yes, if it is known without error on the whole interval. Suppose a difference $\Delta A$ gives $\Delta G=0$. Then the Laplace transform of $\Delta A/(1+e^{-\beta\varepsilon})$ vanishes on an interval of $\tau$. Because the energies are bounded, this transform is analytic for all complex $\tau$. It therefore vanishes everywhere, including on the imaginary $\tau$ axis, where it is a Fourier transform. Hence $\Delta A=0$. The difficulty is stability against errors.

**Q:** How do you measure that stability?

**A:** With singular values. Use $s=\tau/(\hbar\beta)\in[0,1]$, $z=\varepsilon/W\in[-1,1]$, $\Lambda=\beta W$ and $a(z)=WA(Wz)$. Then $-G=\int dz\,K\,a$. The kernel is square integrable, so it has a singular value decomposition

$$K(s,z)=\sum_{n\ge0}s_n\,u_n(s)\,v_n(z),\qquad s_0\ge s_1\ge\dots,$$

with orthonormal $u_n$ and orthonormal $v_n$. If $a_n$ is the component of $a$ along $v_n$, the component of $-G$ along $u_n$ is $s_na_n$. An error $\delta_n$ in the latter becomes an error $\delta_n/s_n$ in $a_n$.

**Q:** So everything depends on how fast $s_n$ falls. Can you show that without a computer?

**A:** Yes, by an upper bound. For a function $\varphi(s)$ define $(K^T\varphi)(z)=\int_0^1ds\,K(s,z)\varphi(s)$. Impose any $n$ linear conditions on $\varphi$. The span of $u_0,\dots,u_n$ has dimension $n+1$, so it contains a nonzero $\varphi$ that meets them. For that $\varphi$, with components $\varphi_k$,

$$\|K^T\varphi\|^2=\sum_{k\le n}s_k^2\varphi_k^2\ge s_n^2\|\varphi\|^2 .$$

Thus if every $\varphi$ meeting the conditions obeys $\|K^T\varphi\|\le C\|\varphi\|$, then $s_n\le C$. I need conditions that make $K^T\varphi$ small.

Put $y=\Lambda|z|$ and $F(y)=\int_0^1e^{-sy}\varphi(s)\,ds$. For $z>0$, $K^T\varphi=F(y)/(1+e^{-y})$. For $z<0$ the kernel is

$$\frac{e^{sy}}{1+e^{y}}=\frac{e^{-(1-s)y}}{1+e^{-y}},$$

so the same formula holds with $F$ replaced by $\tilde F$, the transform of $\tilde\varphi(s)=\varphi(1-s)$. The conditions will be zeros of $F$ and $\tilde F$.

**Q:** Why should a few zeros make $F$ small between them?

**A:** Because each zero can be divided out at no cost in norm. Suppose $F(a)=0$ with $a>0$, and define

$$\chi(s)=e^{as}\int_0^se^{-as'}\varphi(s')\,ds',\qquad \psi=\varphi+2a\chi .$$

Then $\chi(0)=0$, $\chi(1)=e^aF(a)=0$ and $\chi'=a\chi+\varphi$. Let $X(y)$ be the transform of $\chi$. Integration by parts has no boundary terms, so transforming the last relation gives $yX=aX+F$, or $X=F/(y-a)$. The transform of $\psi$ is therefore

$$\Psi(y)=F+2aX=\frac{y+a}{y-a}\,F(y).$$

The norm is unchanged, since

$$\psi^2-\varphi^2=4a\chi(\varphi+a\chi)=4a\chi\chi'=2a(\chi^2)',$$

which integrates to zero. Hence $F$ equals $(y-a)/(y+a)$ times the transform of a function with the same norm on the same interval. Other zeros survive the division, so the step can be repeated.

At $y=0$ these factors have modulus 1 and do not help, so I shift the variable first. Write $b=y+1$ and $\varphi_1=e^s\varphi$. Then $F(y)=\int_0^1e^{-sb}\varphi_1ds$ and $\|\varphi_1\|\le e\|\varphi\|$. With $t=\ln b$, the range $0\le y\le\Lambda$ becomes $0\le t\le\ell$, where $\ell=\ln(1+\Lambda)$. Place $m$ zeros at $t_j=(j-\tfrac12)\ell/m$, $j=1,\dots,m$. Each gives a factor

$$\frac{b-b_j}{b+b_j}=\tanh\frac{t-t_j}{2}.$$

The remaining transform is bounded by Cauchy–Schwarz, using $\int_0^1e^{-2sb}ds\le1/(2b)$:

$$|F(y)|\le P\,\frac{e\|\varphi\|}{\sqrt{2(1+y)}},\qquad P=\max_{0\le t\le\ell}\prod_{j=1}^m\left|\tanh\frac{t-t_j}{2}\right| .$$

Impose the same zeros on $\tilde F$, which makes $2m$ conditions in all. With $dz=dy/\Lambda$ and $1/(1+e^{-y})\le1$,

$$\|K^T\varphi\|^2\le\frac{2}{\Lambda}\int_0^\Lambda\frac{e^2P^2\|\varphi\|^2}{2(1+y)}dy=\frac{e^2\ell}{\Lambda}P^2\|\varphi\|^2,$$

so $s_{2m}\le e\sqrt{\ell/\Lambda}\,P$.

**Q:** And $P$ is exponentially small in $m$?

**A:** Yes. Let $d=\ell/m$ be the spacing of the zeros and $h(u)=\ln\tanh(u/2)$, which is negative and increasing. If $p$ zeros lie to the left of $t$ and $m-p$ to the right, the $k$-th nearest on either side is at most $kd$ away. With $S(q)=\sum_{k=1}^qh(kd)$, the logarithm of the product is at most $S(p)+S(m-p)$. Moreover,

$$S(m)-S(p)=\sum_{k=1}^{m-p}h((p+k)d)\ge S(m-p),$$

so $\ln P\le S(m)$. This gives the first bound:

$$s_{2m}\le e\sqrt{\frac{\ell}{\Lambda}}\prod_{k=1}^m\tanh\frac{k\ell}{2m}.$$

To expose the exponential, compare the sum with an integral. Since $h$ increases and is negative,

$$S(m)\le\frac1d\int_d^{\ell+d}h\,du\le\frac1d\int_d^{\ell}h\,du=\frac1d\left(-\int_0^d h\,du-I\right),\qquad I=-\int_0^\ell h\,du .$$

Concavity of $\tanh$ gives $\tanh(u/2)\ge(u/d)\tanh(d/2)$ for $0\le u\le d$. Since $\int_0^d\ln(u/d)du=-d$, it follows that $-\int_0^dh\,du\le d[1-\ln\tanh(d/2)]$. For $I$, expand

$$-h(u)=\ln\frac{1+e^{-u}}{1-e^{-u}}=2\sum_{r\ \mathrm{odd}}\frac{e^{-ru}}{r}.$$

Integrating, and using $e^{-r\ell}\le e^{-\ell}$ and $\sum_{r\ \mathrm{odd}}r^{-2}=\pi^2/8$,

$$I=2\sum_{r\ \mathrm{odd}}\frac{1-e^{-r\ell}}{r^2}\ge\frac{\pi^2}{4}(1-e^{-\ell})=\frac{\pi^2}{4}\frac{\Lambda}{1+\Lambda}.$$

Collecting the pieces,

$$s_{2m}\le e^2\sqrt{\frac{\ell}{\Lambda}}\,\coth\frac{\ell}{2m}\,\exp\left[-\frac{\pi^2}{4}\frac{\Lambda}{1+\Lambda}\frac{m}{\ln(1+\Lambda)}\right].$$

For large $m$ the $\coth$ grows only linearly, so the exponential wins. Odd indices follow from $s_{2m+1}\le s_{2m}$. At large $\Lambda$ the guaranteed rate depends on bandwidth and temperature only through a logarithm.

**Q:** What are the numbers for a realistic run?

**A:** Take round parameters: $T=300$ K and $W=4$ eV. Then $\beta=38.68\ \mathrm{eV}^{-1}$, $\hbar\beta=25.46$ fs and $\Lambda=154.7$. Direct diagonalization gives:

| $n$ | $s_n$ | first bound |
|---|---|---|
| 0 | $1.2\times10^{-1}$ | – |
| 4 | $3.0\times10^{-2}$ | $4.1\times10^{-1}$ |
| 12 | $3.6\times10^{-4}$ | $1.0\times10^{-1}$ |
| 16 | $2.5\times10^{-5}$ | $4.5\times10^{-2}$ |
| 20 | $1.4\times10^{-6}$ | $1.9\times10^{-2}$ |
| 24 | $6.2\times10^{-8}$ | $7.8\times10^{-3}$ |

The bound proves exponential decay but is far from sharp. Its exponent guarantees a rate of 0.24 per index, while a fit to the computed values, between $10^{-2}$ and $10^{-10}$ of $s_0$, gives 0.78. The fitted rates for $\Lambda=20$, 154.7 and 2000 are 1.60, 0.78 and 0.43. Multiplied by $\ell$ they are 4.9, 3.9 and 3.3, so in this range the fitted rate falls somewhat faster than $1/\ell$. The fit is an average over a window, because the decay is not a pure exponential: at $\Lambda=154.7$ the table gives a local rate of 0.66 per index between $n=12$ and 16 and 0.78 between $n=20$ and 24.

Now let the error of $G$ have root-mean-square value $10^{-4}$ over the interval of $\tau$. By Cauchy–Schwarz each component error $\delta_n$ is at most $10^{-4}$, with equality when the error is proportional to $u_n$. The error in $a_n$ can then reach $10^{-4}\times2784=0.28$ at $n=12$, about 4 at $n=16$ and about 71 at $n=20$. For comparison, a flat spectrum $a=1/2$ has total norm $\sqrt{1/2}=0.71$. Fourteen singular values exceed $10^{-4}$. At the local rate near this level, data ten times more precise add about $\ln10/0.66\approx3.5$ modes, that is three or four; eighteen singular values exceed $10^{-5}$.

**Q:** Those modes oscillate and go negative. My spectra are positive and normalized. Doesn't that rescue you?

**A:** It removes many false solutions, but not all. I can build two admissible spectra that look different and have nearly equal $G$. Within an upper Hubbard band, $e^{-\varepsilon\tau/\hbar}$ differs from a low-order polynomial in $\varepsilon$ by a small absolute amount: at short $\tau$ because it varies slowly across the band, at long $\tau$ because it is itself very small there, and in between because both effects contribute. The next answer gives a bound that covers every $\tau$. Two bands with the same low moments therefore give nearly the same $G$.

Gauss–Legendre quadrature supplies such bands. Its $N$ nodes $x_j$ are the zeros of the Legendre polynomial $P_N$. They are distinct and lie inside $(-1,1)$: if $P_N$ changed sign there fewer than $N$ times, its product with the lower-degree polynomial having the same sign changes would have a nonzero integral, against orthogonality. Choose the weights so that the rule is exact below degree $N$. Any polynomial of degree at most $2N-1$ can be written $P_Nq+r$, with $q$ and $r$ of degree below $N$. The first term integrates to zero and vanishes at the nodes, so the rule is exact for the whole polynomial. Applying it to $\prod_{j\ne i}(x-x_j)^2$ shows that each weight is positive.

Put peaks at $\varepsilon_j=\tfrac32\varepsilon_1+Rx_j$, with areas proportional to the weights. The rules with $N$ and $N+1$ nodes both reproduce the moments of a uniform density up to order $2N-1$, so the two sets of peaks share these moments. Giving every peak the same shape $\eta(x)$ preserves this, because $\int\eta(x)(\varepsilon_j+x)^qdx$ is a polynomial of degree $q$ in $\varepsilon_j$. Call the normalized band $D(\varepsilon)$, keep it inside $[\varepsilon_1,2\varepsilon_1]$ with $2\varepsilon_1\le W$, and set $A(\varepsilon)=\tfrac12[D(\varepsilon)+D(-\varepsilon)]$.

**Q:** How close are the two Green's functions, provably?

**A:** Write $\varepsilon=\tfrac12\varepsilon_1(3+x)$. For an inverse energy $\theta\ge0$ and $v=\varepsilon_1\theta/2$,

$$e^{-\theta\varepsilon}=e^{-3v}e^{-vx}=e^{-3v}\left[I_0(v)+2\sum_{k\ge1}(-1)^kI_k(v)T_k(x)\right],$$

with modified Bessel functions $I_k$ and Chebyshev polynomials $T_k$. This is the generating function $e^{v(\rho+1/\rho)/2}=\sum_{k=-\infty}^{\infty}I_k(v)\rho^k$ taken at $\rho=-e^{i\alpha}$, $x=\cos\alpha$. At $\rho=5$ all terms of that sum are non-negative, so each is at most the total: $I_k(v)\le5^{-k}e^{2.6v}$.

In the difference $\Delta D$ all terms with $k<2N$ cancel. Write $\|f\|_1=\int|f|\,d\varepsilon$. Since $|T_k|\le1$,

$$\left|\int\Delta D\,e^{-\theta\varepsilon}d\varepsilon\right|\le\|\Delta D\|_1\sum_{k\ge2N}2\cdot5^{-k}e^{-0.4v}=2.5\cdot25^{-N}e^{-\varepsilon_1\theta/5}\|\Delta D\|_1 .$$

The Fermi factor is $1/(1+e^{-\beta\varepsilon})=\sum_{j\ge0}(-1)^je^{-j\beta\varepsilon}$, so the terms needed have $\theta=\tau/\hbar+j\beta$. Summing their bounds gives a geometric series. The mirrored band obeys the same bound with $\tau\to\hbar\beta-\tau$. Each band has weight one half, and $\|\Delta A\|_1=\|\Delta D\|_1$, so

$$\max_\tau|\Delta G|\le\frac{2.5\cdot25^{-N}}{1-e^{-\beta\varepsilon_1/5}}\|\Delta A\|_1 .$$

The two sets of nodes never coincide. By the recurrence $(k+1)P_{k+1}=(2k+1)xP_k-kP_{k-1}$, a common zero of $P_N$ and $P_{N+1}$ would also be a zero of $P_{N-1}$, and so on down to $P_0=1$. Sufficiently narrow peaks therefore do not overlap, and $\|\Delta A\|_1=2$, the largest value possible for normalized non-negative spectra. Increasing $N$ brings $\Delta G$ below any nonzero noise level while this distance stays 2. That is the ill-posedness, with positivity and normalization respected.

**Q:** Show me a pair I could tell apart on a plot.

**A:** Keep $T$ and $W$, and take $\varepsilon_1=2$ eV, $R=0.85$ eV and $N=2$. Every peak is a $\cos^2$ hump with full width at half maximum 0.15 eV. The positive-energy halves are:

- Two-peak band: 2.51 and 3.49 eV, each with weight 0.250 in $A$.
- Three-peak band: 2.34, 3.00 and 3.66 eV, with weights 0.139, 0.222 and 0.139.

At 3 eV the first spectrum is zero, while the second has a peak of height $1.48\ \mathrm{eV}^{-1}$. Their distance $\|\Delta A\|_1$ is 1.81 out of 2. Yet the largest difference in $G$ is $5.8\times10^{-5}$, at $\tau=0.90$ fs and its mirror time. At $\tau=0.8975$ fs, $G=-0.010337$ for two peaks and $-0.010395$ for three. With noise $10^{-4}$ per point, the curves agree within the noise at every $\tau$. The general bound gives only $7.3\times10^{-3}$ here, so this agreement rests on the direct calculation.

The size can be understood from moments. By construction the two bands share their moments up to order $2N-1=3$, so the first mismatch is in the fourth central moment, by $0.0464\ \mathrm{eV}^4$. Expanding the exponential about 3 eV gives, to leading order,

$$|\Delta G|\approx\frac12\,\frac{0.0464\ \mathrm{eV}^4}{24}\,\theta^4e^{-(3\,\mathrm{eV})\theta},\qquad\theta=\tau/\hbar .$$

This peaks at $\theta=4/3\ \mathrm{eV}^{-1}$, or 0.88 fs, with height $5.6\times10^{-5}$, close to the full result.

**Q:** I have many time points. Won't they add up to a distinction?

**A:** They help, and how much depends on how many independent points you have. Take 65 equally spaced points with independent Gaussian errors $\xi_i$ of standard deviation $\sigma=10^{-4}$. If one spectrum is true, the other changes chi-square by

$$\sum_i\frac{(\Delta G_i+\xi_i)^2-\xi_i^2}{\sigma^2}=\sum_i\frac{\Delta G_i^2+2\Delta G_i\xi_i}{\sigma^2}.$$

Its mean is $\mathcal D=\sum_i\Delta G_i^2/\sigma^2=1.39$ and its standard deviation is $2\sqrt{\mathcal D}=2.4$. Someone who knew that only these two candidates were possible, and picked the one with the lower chi-square, would be wrong with probability $\Phi(-\sqrt{\mathcal D}/2)\approx0.28$, where $\Phi$ is the standard normal distribution function. For independent errors $\mathcal D$ grows in proportion to the number of points: 1025 points with the same $\sigma$ give $\mathcal D\approx22$ and an error probability near 1%, which would separate this pair. With $\sigma=10^{-5}$, $\mathcal D$ would be 139 against a standard deviation of 24, and this pair would be resolved.

**Q:** Then I would just ask you for better data.

**A:** You would gain resolution slowly. For sharp peaks at the same kind of nodes, the largest $|\Delta G|$ is:

| Peaks per band | $\max\lvert\Delta G\rvert$ |
|---|---|
| 1 or 2 | $3.7\times10^{-3}$ |
| 2 or 3 | $5.8\times10^{-5}$ |
| 3 or 4 | $1.0\times10^{-6}$ |
| 4 or 5 | $1.9\times10^{-8}$ |

The first pair is distinguishable at noise $10^{-4}$. From row to row the required precision grows by factors of 63, 57 and 54, so each further peak costs a factor of roughly fifty. The construction also needs finer structure as it proceeds: the smallest separation between the competing peaks falls from 0.17 eV for two against three to 0.04 eV for four against five. This separation limits the peak width if the distance is to stay 2. A known minimum width therefore excludes the non-overlapping pairs once $N$ is large enough. Broader peaks still share the moments, but they overlap and $\|\Delta A\|_1$ drops below 2.

**Q:** Is this the same effect as the small singular values?

**A:** Yes, and the example shows it. Of the squared norm of $\Delta a$, a fraction of only $1.6\times10^{-6}$ lies in the fourteen modes with $s_n>10^{-4}$. Nearly all of what your eye sees as different lies in modes that the kernel suppresses below that level. A small fraction alone does not make a pair indistinguishable, because narrow peaks carry most of their norm in high modes anyway. One hump against two, with the same shape, has a fraction of $5\times10^{-3}$ and is easily resolved, with $\max|\Delta G|=3.7\times10^{-3}$. What counts is the size of the products $s_n\Delta a_n$ relative to the noise.

**Q:** So what does a continued spectrum tell me?

**A:** It combines the data with whatever else was assumed. A method that prefers smooth spectra and one that fits a few poles can both match $G$ within its noise and still disagree about the peaks inside a Hubbard band. Justified knowledge, such as the number of peaks and their shape, reduces the unknowns to a few parameters. Even then the answer is stable only if every appreciable change of these parameters, alone or in combination, alters $G$ by more than the noise can hide. Without such knowledge, a fit within the noise does not show that the fine structure is real.

## Calculated quantities

```
T = 300 K, k_B T = 0.02585 eV
beta = 38.682 1/eV, hbar*beta = 25.461 fs
W = 4.0 eV, Lambda = 154.73, ell = 5.0481
noise per point of G = 1.0e-04 (dimensionless)
n, s_n, product bound, exponential bound, 1/s_n (dimensionless)
 0  1.1873e-01  -  -  8.422e+00
 2  6.9003e-02  4.847e-01  8.318e-01  1.449e+01
 4  3.0383e-02  4.128e-01  5.933e-01  3.291e+01
 8  3.8984e-03  2.204e-01  3.424e-01  2.565e+02
12  3.5916e-04  1.020e-01  1.822e-01  2.784e+03
16  2.5332e-05  4.455e-02  8.978e-02  3.948e+04
20  1.4007e-06  1.883e-02  4.200e-02  7.139e+05
24  6.1503e-08  7.800e-03  1.896e-02  1.626e+07
number of s_n above 1e-04: 14
Lambda, fitted decay rate per index, rate*ell, count s_n/s_0>1e-4
   20.00  1.5990  4.868  10
  154.73  0.7798  3.937  18
 2000.00  0.4325  3.287  28
peak full width at half maximum = 0.15 eV
2-peak band: positions (eV) 2.5093 3.4907
  weights in A 0.25000 0.25000
  peak heights (1/eV) 1.667 1.667
3-peak band: positions (eV) 2.3416 3.0000 3.6584
  weights in A 0.13889 0.22222 0.13889
  peak heights (1/eV) 0.926 1.481 0.926
A(3 eV): two-peak 0.000, three-peak 1.481 1/eV
L1 distance of the spectra = 1.8143 (maximum 2)
fourth-moment difference per band = 0.04640 eV^4
max |dG| = 5.844e-05, proven bound = 7.257e-03
  reached at tau = 0.897 fs and mirror time
  there G = -0.0103365 (two-peak), -0.0103949 (three-peak)
chi-square shift, 65 points = 1.393
  chi-square standard deviation = 11.40
share of |dA|^2 in modes with s_n > noise = 1.595e-06
sharp peaks: N, max|dG|, bound, closest N/N+1 peak gap (eV)
1  3.654e-03  2.000e-01  0.4907
2  5.828e-05  8.000e-03  0.1677
3  1.026e-06  3.200e-04  0.0736
4  1.888e-08  1.280e-05  0.0383
5  3.568e-10  5.120e-07  0.0223
```
